# Where a polar dielectric stops reflecting: silica above its reststrahlen band

## Problem

The strong infrared stretch mode of silica is modelled as one undamped oscillator with transverse wavenumber \(T=1076\ \mathrm{cm^{-1}}\) and longitudinal wavenumber \(L=1256\ \mathrm{cm^{-1}}\). The electrons respond instantaneously and give a relative permittivity \(e=2.1\). The material is isotropic, nonmagnetic and thick enough to be treated as a half-space. Light arrives from vacuum at normal incidence.

Between \(T\) and \(L\) lies the reststrahlen band, in which the surface reflects all the light.

1. Find the relative permittivity \(\varepsilon(\nu)\) at wavenumber \(\nu\).
2. Find the wavenumber \(\nu_0\) above the band at which the reflectance is zero.
3. Show that there is no other finite wavenumber with zero reflectance.
4. Explain physically why the reflection disappears.

## Hints

**Hint 1.** Write the polarization as an electronic part plus a lattice part. The lattice part obeys a driven oscillator equation whose natural wavenumber is \(T\).

**Hint 2.** The strength of the oscillator is not given, but \(L\) fixes it. In a longitudinal oscillation without free charge, the displacement field \(D\) vanishes.

**Hint 3.** Ask which refractive index makes the surface invisible from the vacuum side. The condition \(\varepsilon=0\) is a different one.

**Hint 4.** For question 3, treat the ranges below \(T\), between \(T\) and \(L\), and above \(L\) separately.

## Solution

### 1. The permittivity

Fields vary as \(\exp(-i\omega t)\), and polarizations are divided by the vacuum permittivity, so they have the unit of an electric field. Frequencies are measured by their wavenumbers, so two time derivatives give a factor \(-\nu^2\).

Let \(x\) be the lattice polarization and \(S\) the mode strength. The oscillator equation is

\[
\ddot{x}=-T^2x+SE .
\]

With \(\ddot{x}=-\nu^2x\) this becomes

\[
(T^2-\nu^2)\,x=SE
\quad\Rightarrow\quad
x=\frac{S}{T^2-\nu^2}\,E .
\]

The electronic polarization is \((e-1)E\). The displacement field, also divided by the vacuum permittivity, is therefore

\[
D=E+(e-1)E+x=eE+x .
\]

Since \(D=\varepsilon E\),

\[
\varepsilon(\nu)=e+\frac{S}{T^2-\nu^2}.
\]

To find \(S\), consider a free longitudinal wave. Without free charge the divergence of \(D\) is zero. In a longitudinal wave \(D\) points along the direction in which it varies, so \(D\) itself must vanish. Then \(eE+x=0\), or \(E=-x/e\), and the oscillator equation reads

\[
\ddot{x}=-\left(T^2+\frac{S}{e}\right)x .
\]

The bracket is the squared longitudinal wavenumber:

\[
L^2=T^2+\frac{S}{e}
\quad\Rightarrow\quad
S=e(L^2-T^2).
\]

Inserting this and using a common denominator,

\[
\varepsilon(\nu)=\frac{e(T^2-\nu^2)+e(L^2-T^2)}{T^2-\nu^2}
=e\,\frac{L^2-\nu^2}{T^2-\nu^2}.
\]

For the given data,

\[
S=2.1\,(1577536-1157776)\ \mathrm{cm^{-2}}
=881496\ \mathrm{cm^{-2}} .
\]

### 2. The reflectionless wavenumber

Let the incident electric field have amplitude 1, the reflected field \(r\) and the transmitted field \(t\). Continuity of the tangential electric and magnetic fields gives

\[
1+r=t,\qquad 1-r=nt,\qquad n^2=\varepsilon .
\]

The minus sign appears because the reflected wave travels backwards, which reverses its magnetic field relative to its electric field. Eliminating \(t\) gives \(1-r=n+nr\), hence

\[
r=\frac{1-n}{1+n},\qquad R=|r|^2 .
\]

The reflectance is zero if and only if \(n=1\), which means \(\varepsilon=1\). At \(\nu=L\), by contrast, \(\varepsilon=0\), so \(n=0\) and \(R=1\).

Set \(\varepsilon=1\) and multiply by \(T^2-\nu_0^2\), which is nonzero above the band:

\[
e(L^2-\nu_0^2)=T^2-\nu_0^2 .
\]

Collecting the terms in \(\nu_0^2\),

\[
eL^2-T^2=(e-1)\nu_0^2 ,
\]

so that

\[
\boxed{\nu_0^2=\frac{eL^2-T^2}{e-1}
=L^2+\frac{L^2-T^2}{e-1}} .
\]

The second form follows from \(eL^2-T^2=(e-1)L^2+(L^2-T^2)\). It shows that \(\nu_0>L\) when \(e>1\) and \(L>T\). Numerically,

\[
\nu_0^2=\frac{2.1\times1577536-1157776}{1.1}\ \mathrm{cm^{-2}}
=\frac{2155049.6}{1.1}\ \mathrm{cm^{-2}}
=1959136\ \mathrm{cm^{-2}},
\]

\[
\nu_0=1399.7\ \mathrm{cm^{-1}}\approx1400\ \mathrm{cm^{-1}} .
\]

The vacuum wavelength is about 7.14 µm. The point lies 144 cm\(^{-1}\) above \(L\).

Two limits show what controls this distance. If \(e\) is very large, the second term in the boxed result becomes small and \(\nu_0\) approaches \(L\). If \(e\) approaches 1 from above, \(\nu_0\) grows without bound. For \(e\le1\) there is no solution above \(L\), because there \(\varepsilon\) stays below \(e\).

The case \(L=T\) needs care. The formula then returns \(\nu_0=T\), but the mode has no strength and \(\varepsilon=e\) everywhere. The apparent root comes from multiplying by \(T^2-\nu_0^2\), which is zero there.

### 3. There is no other zero

**Below \(T\).** The term \(S/(T^2-\nu^2)\) is positive and grows with \(\nu\). Its smallest value is at \(\nu=0\), so

\[
\varepsilon(\nu)\ge\varepsilon(0)=e\frac{L^2}{T^2}=2.861>1 .
\]

**Between \(T\) and \(L\).** The numerator \(L^2-\nu^2\) is positive and the denominator \(T^2-\nu^2\) is negative, so \(\varepsilon<0\). Then \(n=i\kappa\) with real \(\kappa>0\), and

\[
R=\left|\frac{1-i\kappa}{1+i\kappa}\right|^2
=\frac{1+\kappa^2}{1+\kappa^2}=1 .
\]

At the two edges \(R\) also equals 1: at \(L\) because \(n=0\), and at \(T\) as the limit \(|n|\to\infty\).

**Above \(L\).** Write \(\varepsilon=e-S/(\nu^2-T^2)\). Its derivative is

\[
\frac{d\varepsilon}{d\nu}=\frac{2\nu S}{(\nu^2-T^2)^2}>0 .
\]

The permittivity rises steadily from 0 at \(L\) towards \(e=2.1\), so it passes through 1 once.

The dip is lopsided. At 1300 cm\(^{-1}\), about 100 cm\(^{-1}\) below \(\nu_0\), \(\varepsilon=0.444\) and \(R=4.0\%\). At 1500 cm\(^{-1}\), about as far above, \(\varepsilon=1.293\) and \(R=0.41\%\). Far above the band \(R\) tends to 3.4%, the value set by the electrons alone in this model.

### 4. Why the reflection disappears

At \(\nu_0\), the condition \(\varepsilon=1\) gives \(S/(T^2-\nu_0^2)=1-e\). The lattice polarization is therefore

\[
x=-(e-1)E=-1.1\,E ,
\]

while the electronic polarization is \(+1.1\,E\). Driven above its natural frequency, the lattice moves in antiphase with the field, and here it cancels the electronic response. With no net polarization, the medium does not radiate a reflected wave.

The cancellation does not depend on direction. At incidence angle \(\theta\) below grazing, the normal component of the wave vector, in units of its vacuum magnitude, is \(\cos\theta\) outside and \(\sqrt{\varepsilon-\sin^2\theta}\) inside. For \(\varepsilon=1\) these are equal, so the field-matching conditions are met without a reflected wave in either polarization.

## Variation 1: loss and the other modes of silica

**How far do damping and the neglected vibrations move the result?** Use a rough damping \(\gamma=70\ \mathrm{cm^{-1}}\), then consider the other modes.

With damping,

\[
\varepsilon=e-\frac{S}{\nu^2-T^2+i\gamma\nu}.
\]

At the old \(\nu_0\) this gives \(\varepsilon=1.016+0.133i\). For \(\varepsilon=1+\delta\) with small \(|\delta|\), \(n\approx1+\delta/2\) and \(r\approx-\delta/4\), so

\[
R\approx\frac{|\varepsilon-1|^2}{16}=0.0011 .
\]

The zero has become a nonzero minimum, with \(R\) near 0.1%, at about 1405 cm\(^{-1}\). In this model the medium is not transparent: at \(\nu_0\) the intensity falls to a fraction \(1/\mathrm{e}\) (here \(\mathrm{e}\) is the base of natural logarithms) in about 8.7 µm. These loss figures depend on the line shape. In a glass much of the band width comes from a spread of resonance positions, whose wing decays much faster than that of a single damped oscillator. A Gaussian spread of the same 70 cm\(^{-1}\) width with a residual damping of 5 to 20 cm\(^{-1}\) gives an absorption length of about 115 to 30 µm and a minimum reflectance below 0.01%, so the single-oscillator values probably overstate the loss of real silica at \(\nu_0\).

For the lower modes, take rough transverse/longitudinal pairs of 460/510 and 800/820 cm\(^{-1}\), without damping and with the stretch pair held fixed. Each multiplies \(\varepsilon\) by \((\nu^2-L_j^2)/(\nu^2-T_j^2)\), which is below 1 near \(\nu_0\). To restore \(\varepsilon=1\), \(\nu\) must rise. The slope at \(\nu_0\) follows from the derivative above and \(S/(\nu_0^2-T^2)=e-1\):

\[
\frac{d\varepsilon}{d\nu}=\frac{2\nu_0(e-1)^2}{S}
=0.00384\ \text{per}\ \mathrm{cm^{-1}} .
\]

The two factors lower \(\varepsilon(\nu_0)\) by about 0.052, so the linear estimate of the shift is 13 cm\(^{-1}\). Solving \(\varepsilon=1\) directly gives 1414 cm\(^{-1}\).

The stretch band also has a high-frequency shoulder. Place it roughly at \(T_s=1200\ \mathrm{cm^{-1}}\) with 10% of the total strength \(S'\):

\[
\varepsilon=e-S'\left(\frac{0.9}{\nu^2-T^2}+\frac{0.1}{\nu^2-T_s^2}\right).
\]

Choose \(S'\) so that \(\varepsilon(L)=0\) still holds. Above \(L\), the shoulder term falls faster than the main term because its pole is closer. The total negative contribution therefore fades sooner, and \(\varepsilon\) reaches 1 earlier, at 1366 cm\(^{-1}\).

In dense silica, an electronic permittivity near 2.1 is typical, but the static permittivity is roughly 3.9, well above the model's 2.861; the two lower-mode factors, taken at \(\nu=0\), raise the model value to \(2.861\,(510/460)^2(820/800)^2\approx3.7\), which accounts for much of this gap (including the shoulder as well lowers the value to about 3.5). With the rough values chosen here, the shoulder moves the answer most, by about \(-33\ \mathrm{cm^{-1}}\), but this shift depends strongly on the assumed position and strength of the shoulder: placing it at 1170 or 1230 cm\(^{-1}\) gives 1383 or 1324 cm\(^{-1}\), and a share of 5% or 20% gives 1381 or 1346 cm\(^{-1}\). Damping, lower modes and shoulder together put the minimum near 1385 cm\(^{-1}\). With \(T\) and \(L\) held fixed, changing \(e\) to 2.0 or 2.2 moves the ideal value to 1413 or 1388 cm\(^{-1}\). The figure of 1400 cm\(^{-1}\) thus belongs to the one-mode model; with the rough inputs chosen here the separate corrections range in size from about 5 to 33 cm\(^{-1}\) and partly cancel, but they are not bounds for real silica, for which the position is uncertain by tens of cm\(^{-1}\) at this level of modelling.

## Variation 2: a silica film on silicon

**Does a wafer coated with 1 µm of this silica stop reflecting at \(\nu_0\)?** Take a rough silicon index of 3.42 and neglect absorption in the silicon and reflection from its back face.

Without damping, the film has \(n=1\) at \(\nu_0\). Its upper surface reflects nothing, and the film acts as a layer of vacuum. The film–silicon interface still reflects:

\[
R=\left(\frac{1-3.42}{1+3.42}\right)^2=0.300 .
\]

The film thickness changes the phase of this reflected wave but not its power. The wafer therefore reflects 30%, as if it were bare.

With \(\gamma=70\ \mathrm{cm^{-1}}\), the same film gives \(R=27.5\%\) and absorbs 7.5% of the incident power. The light crosses the film twice, so the reflectance drops quickly with thickness: with this damping it is 17% at 2 µm. The absorbed share depends on the line shape and is smaller for a band whose wing decays faster. If the film is thin enough to absorb little, here about 1 µm or less, the reflectance spectrum of the coated wafer should therefore be searched at \(\nu_0\) for a value close to that of bare silicon, not for a zero. At \(\nu_0\) the zero belongs to the vacuum–silica surface, not to the coated wafer. At other wavenumbers, interference in the film can produce reflectance minima of a different origin. The numerical output lists the values used here.

## Computed results

```
Transverse wavenumber T: 1076 cm^-1
Longitudinal wavenumber L: 1256 cm^-1
Electronic permittivity e: 2.1 (no unit)
T squared: 1157776 cm^-2
L squared: 1577536 cm^-2
L squared minus T squared: 419760 cm^-2
Mode strength S: 881496 cm^-2
e L^2 - T^2: 2155049.6 cm^-2
nu0 squared: 1959136 cm^-2
Reflectionless wavenumber nu0: 1399.7 cm^-1
Root from field matching: 1399.7 cm^-1
Vacuum wavelength at nu0: 7.144 um
Distance of nu0 above L: 143.7 cm^-1
Static permittivity of model: 2.861 (no unit)
Static-limit reflectance: 0.0660 (fraction)
At 1150 cm^-1: permittivity -3.251, reflectance 1.0000 (fraction)
At 1300 cm^-1: permittivity 0.444, reflectance 0.0402 (fraction)
At 1500 cm^-1: permittivity 1.293, reflectance 0.0041 (fraction)
At 2000 cm^-1: permittivity 1.790, reflectance 0.0209 (fraction)
High-wavenumber reflectance: 0.0336 (fraction)
Permittivity slope at nu0: 0.00384 per cm^-1
nu0 if e = 2.0: 1413.3 cm^-1
nu0 if e = 2.2: 1388.3 cm^-1
Rough damping: 70 cm^-1
Damped permittivity at nu0: 1.0162 + 0.1325 i (no unit)
Damped reflectance at nu0: 0.00109 (fraction)
Small-reflectance estimate: 0.00111 (fraction)
Damped minimum position: 1405.2 cm^-1
Damped minimum reflectance: 0.00106 (fraction)
Intensity absorption length at nu0: 8.7 um
Rough lower mode pair: 460 / 510 cm^-1
Rough lower mode pair: 800 / 820 cm^-1
nu0 with lower modes: 1414.1 cm^-1
Linear estimate of that shift: 13.4 cm^-1
Rough shoulder position: 1200 cm^-1
Rough shoulder strength share: 10 percent
nu0 with shoulder: 1366.3 cm^-1
Minimum with all three effects: 1384.8 cm^-1
Reflectance at that minimum: 0.00113 (fraction)
Rough silicon index: 3.42 (no unit)
Film thickness: 1.0 um
Bare silicon reflectance: 0.2998 (fraction)
Undamped film on silicon at nu0, R: 0.2998 (fraction)
Damped film on silicon at nu0, R: 0.2749 (fraction)
Power absorbed in damped film: 0.0753 (fraction)
```
